# Source iteration and diffusion synthetic acceleration for gray cross-plane film transport

## A film with two directions of flight

Let phonons cross a film moving straight forward or straight backward. Measure distance $t$ in mean free paths, so the film occupies $0<t<\tau$. Let $\psi_\pm(t)$ be the two intensities, scaled so that a phonon stream leaving the hot wall has $\psi_+(0)=1$ and one leaving the cold wall has $\psi_-(\tau)=0$. Scattering redistributes energy equally between the directions:

$$\psi_+'+\psi_+=\phi,\qquad -\psi_-'+\psi_-=\phi,\qquad \phi=\tfrac12(\psi_++\psi_-).$$

Source iteration guesses $\phi=s$ on the right, integrates each equation along its flight direction, and averages to obtain a new $\phi$. With $J=\frac12(\psi_+-\psi_-)$, half the sum and half the difference of the equations give

$$J'+\phi_{\rm new}=s,\qquad \phi_{\rm new}'+J=0
\quad\Rightarrow\quad \phi_{\rm new}-\phi_{\rm new}''=s.$$

The error obeys the same relation with no incoming intensity. At the left wall this means $\phi+J=0$, hence $\phi'=\phi$; at the right wall $\phi'=-\phi$. An even error mode $\cos[\lambda(t-\tau/2)]$ is therefore multiplied by $1/(1+\lambda^2)$, where the wall condition requires $\lambda\tan(\lambda\tau/2)=1$. The smallest root satisfies $\lambda\tau/2=\pi/2-\arctan\lambda$, so $\lambda\simeq\pi/(\tau+2)$ for a thick film. The factor is then about $1-\pi^2/(\tau+2)^2$: each pass removes a fraction of order $\tau^{-2}$ of the slowest error.

The remedy is also visible. Let $r=\phi_{\rm new}-s$ be the change made by a pass, and let $F$ and $K$ be the average and current of the error that remains after it. The exact solution has source $\phi_{\rm new}+F$, whereas the pass used $s$, so the error equations have source $F+r$. Their half-sum and half-difference are

$$K'+F=F+r,\qquad F'+K=0\quad\Rightarrow\quad -F''=r,$$

with the same wall conditions. Solving this diffusion equation and adding $F$ finishes the calculation in one pass. With a continuum of directions two moments no longer close exactly, but the diffusion equation still captures the slow errors.

## The gray film

Let a film of thickness $L$ lie between black walls at temperatures $T_c+\Delta T$ and $T_c$. Black walls absorb every arriving phonon and emit isotropically at their own temperature. The phonons have one speed $v$, one mean free path $\Lambda$, and volumetric heat capacity $C$. Scattering is isotropic and conserves energy, the flow is steady and one-dimensional, and $\Delta T$ is small enough for constant properties.

Let $e(x,\mu)$ be the excess directional energy density, normalized so that $\frac12\int_{-1}^1e\,d\mu=C(T-T_c)$, where $\mu$ is the cosine of the angle to the film normal. The steady Boltzmann equation is

$$v\mu\frac{\partial e}{\partial x}=\frac v\Lambda\left(\frac12\int_{-1}^{1}e\,d\mu-e\right).$$

Set $t=x/\Lambda$, $\tau=L/\Lambda$ and $\psi=e/(C\Delta T)$:

$$\mu\frac{\partial\psi}{\partial t}+\psi=\phi,\qquad
\phi=\frac12\int_{-1}^1\psi\,d\mu,\qquad
J=\frac12\int_{-1}^1\mu\psi\,d\mu. \tag{1}$$

The walls impose $\psi(0,\mu>0)=1$ and $\psi(\tau,\mu<0)=0$. Averaging (1) over $\mu$ gives $J'+\phi=\phi$, so $J$ is uniform.

In a thick interior, where $\phi$ varies slowly, $\psi\simeq\phi-\mu\phi'$ and $J\simeq-\phi'/3$. The heat flux is $q=Cv\Delta T\,J$, so the bulk conductivity is $k=Cv\Lambda/3$. For the film,

$$k_{\rm eff}=\frac{qL}{\Delta T}=CvLJ,\qquad \frac{k_{\rm eff}}k=3\tau J. \tag{2}$$

When $\tau\to0$ no phonon scatters, $J=\frac12\int_0^1\mu\,d\mu=\frac14$, and the ratio tends to $3\tau/4$.

In a thick film $\phi$ is linear away from the walls. Its straight line reaches 1 and 0 at a distance $z_0$ outside the respective walls, which defines the extrapolation length. Therefore

$$3J=\frac1{\tau+2z_0},\qquad \frac{k_{\rm eff}}k=\frac{\tau}{\tau+2z_0}. \tag{3}$$

To find $z_0$ without discrete directions, integrate (1) along each flight and average. With $E_n(t)=\int_0^1\mu^{n-2}e^{-t/\mu}d\mu$,

$$\phi(t)=\tfrac12E_2(t)+\tfrac12\int_0^\tau E_1(|t-t'|)\phi(t')\,dt',\qquad
J=\tfrac14-\tfrac12\int_0^\tau E_2(t)\phi(t)\,dt.$$

The last expression is the hot-wall flux, emitted minus returned. Solving at $\tau=10$ and using $2z_0=1/(3J)-\tau$ gives $z_0=0.710$.

## Discrete ordinates and the sweep

Use eight Gauss points on each half-range of $\mu$. They integrate $\mu$ and $\mu^2$ exactly over each half-range, a property needed below. Divide the film into cells of width $h$ mean free paths. The diamond-difference equations are

$$\frac{\mu}{h}(\psi_{i+1/2}-\psi_{i-1/2})+\psi_i=\phi_i,\qquad
\psi_i=\tfrac12(\psi_{i+1/2}+\psi_{i-1/2}). \tag{4}$$

For $\mu>0$ the left edge is known. Substituting the second equation into the first and collecting terms gives

$$\psi_{i+1/2}=\frac{(\mu/h-\frac12)\psi_{i-1/2}+\phi_i}{\mu/h+\frac12}.$$

For $\mu<0$ the same formula, with $|\mu|$, marches from right to left. A sweep visits all cells in all directions. It is a linear operation, so source iteration reads

$$\phi^{l+1}=S\phi^l+b, \tag{5}$$

where $b$ comes from wall emission.

In the continuous equations this converges for every finite film. A unit source with no incoming phonons gives

$$(S1)(t)=1-\tfrac12\int_0^1\left(e^{-t/\mu}+e^{-(\tau-t)/\mu}\right)d\mu.$$

This is continuous and below one everywhere on $[0,\tau]$, so its maximum is below one. As $S$ has a positive kernel, it shrinks the largest error by at least that factor.

### What an iteration counts

Starting from $\phi^0=0$, equation (5) gives $\phi^l=b+Sb+\dots+S^{l-1}b$. Each $S$ is one scattering followed by a flight. A flux evaluated with source $\phi^l$ therefore contains the phonons scattered at most $l$ times.

How many scatterings does crossing require? An isotropic flight has mean-square displacement $\langle\mu^2\rangle\langle s^2\rangle=\frac13\cdot2=\frac23$, with $s$ the exponentially distributed path length. Place effective absorbing walls at distance $H=\tau+2z_0$, and let $y$ be the distance from the hot one. The probability of leaving at the cold side is $p=y/H$. Let $m(y)$ be the scattering count averaged over all phonons, with zero entered for those that return. One more scattering adds $p$ to $m$, so in the diffusion limit

$$\tfrac13m''=-p,\quad m(0)=m(H)=0
\quad\Rightarrow\quad m=\frac{H^2y-y^3}{2H}.$$

Among transmitted phonons the mean is $m/p=(H^2-y^2)/2\simeq H^2/2$, since they start near the hot wall. For $\tau=10$ this estimate is 65.2; a simulation that launched 200,000 phonons gave 63.6. The fraction transmitted after at most 30 scatterings was 0.0244 in the simulation and 0.0243 from source iteration. The full transmitted fraction is $J/\frac14=4/(3H)=0.117$, so thirty iterations account for about a fifth of it. The method stalls because it follows a random walk one scattering at a time.

## Error factor of source iteration

In an infinite medium take an error $e^{i\lambda t}$ at cell centres. Let its edge intensity be $a\,e^{i\lambda t}$. The two edges of a cell have average $a\cos(\lambda h/2)$ and difference $2ia\sin(\lambda h/2)$, relative to the centre phase. Equation (4) becomes

$$a\left[\frac{2i\mu}{h}\sin\frac{\lambda h}2+\cos\frac{\lambda h}2\right]=1.$$

With $\kappa=(2/h)\tan(\lambda h/2)$, the cell intensity is $a\cos(\lambda h/2)=1/(1+i\mu\kappa)$. Averaging over directions cancels the odd part:

$$\omega(\kappa)=\int_0^1\frac{d\mu}{1+\kappa^2\mu^2}=\frac{\arctan\kappa}{\kappa}. \tag{6}$$

Gauss quadrature approximates this integral. Since $\kappa=\lambda+\lambda^3h^2/12+\dots$, the spatial error of this factor, at fixed $\lambda$, is of second order in $h$.

Short waves die quickly, while $\omega\simeq1-\kappa^2/3$ for long ones. In a thick film the slowest mode is nearly a half sine wave between the extrapolated walls. Its factor is close to one, so near a wall it obeys, to leading order, the same problem as the steady solution and has the same $z_0$. Hence the spectral radius of $S$ is

$$\rho\simeq\frac{\arctan B}{B}\simeq1-\frac{\pi^2}{3(\tau+2z_0)^2},\qquad B=\frac{\pi}{\tau+2z_0}. \tag{7}$$

The initial error from $\phi^0=0$ is nearly $1-u$, with $u$ the fractional depth. Its half-sine amplitude is $2\int_0^1(1-u)\sin(\pi u)\,du=2/\pi$. Reaching an error $\varepsilon$ thus takes

$$n\simeq\frac{\ln[2/(\pi\varepsilon)]}{-\ln\rho}\propto\tau^2. \tag{8}$$

### A small change is not a small error

Once the slowest mode dominates, the error $e^l=\phi-\phi^l$ obeys $e^{l+1}=\rho e^l$. The last change is

$$\phi^{l+1}-\phi^l=e^l-e^{l+1}=\frac{1-\rho}{\rho}e^{l+1},$$

so

$$e^{l+1}=\frac{\rho}{1-\rho}(\phi^{l+1}-\phi^l). \tag{9}$$

For $\tau=50$ the amplification is $0.998758/0.001242\simeq804$. Stopping when the largest change fell below $10^{-4}$ took 1665 iterations and left an error of 0.0804 on the scale where the walls differ by one.

The flux exposes the fault. If $\phi$ is low by $A\sin(\pi u)$, the relation $J=-\phi'/3$ adds about $(A\pi/3H)\cos(\pi u)$ to the flux. By (2), the apparent conductivities at the two faces shift by $\pm\pi A(\tau/H)k$. With the bulk value 133.33 W/(m K) used below, this is

$$\pi\times0.0804\times0.972\times133.33\simeq33\ \mathrm{W/(m\,K)}.$$

The stopped run gives 162.3 at the hot face and 97.1 at the cold face, around a converged value of 129.65, all in W/(m K). Their average is nearly right because the slow mode shifts the faces oppositely. Unequal face fluxes reveal the error in $\phi$; their average can conceal it.

## Diffusion correction consistent with the sweep

Let $\tilde\phi=S\phi^l+b$ be the sweep result and $r=\tilde\phi-\phi^l$ its change. Let $f=\psi-\tilde\psi$ be the remaining intensity error, with average $F$ and current $K$. Subtract the sweep equation from the converged equation. The source difference is $\phi-\phi^l=F+r$, so

$$\frac\mu h(f_{i+1/2}-f_{i-1/2})+f_i=F_i+r_i. \tag{10}$$

The directional average cancels $F_i$:

$$K_{i+1/2}-K_{i-1/2}=h r_i. \tag{11}$$

Multiply (10) by $\mu$ and average. The isotropic right side vanishes. The only approximation inside the film is to replace $\frac12\int\mu^2f\,d\mu$ by $F/3$, which holds for $f=F+3\mu K$:

$$\frac{F_{i+1/2}-F_{i-1/2}}{3h}+K_i=0,\qquad
K_i=\tfrac12(K_{i+1/2}+K_{i-1/2}). \tag{12}$$

From (11), $K_i=K_{i+1/2}-hr_i/2$ and also $K_i=K_{i-1/2}+hr_i/2$. At an interior edge $j$, with cells $L$ and $R$ on its left and right, (12) gives two expressions for the same current:

$$K_j=-\frac{F_j-F_{j-1}}{3h}+\frac{hr_L}{2}
=-\frac{F_{j+1}-F_j}{3h}-\frac{hr_R}{2}.$$

Equating them yields

$$-\frac{F_{j+1}-2F_j+F_{j-1}}{3h}=\frac h2(r_L+r_R). \tag{13}$$

No error enters through a wall. Assuming the same two-term form of $f$ there, which is a further approximation, gives at the left wall

$$0=\frac12\int_0^1\mu(F+3\mu K)\,d\mu=\frac F4+\frac K2,$$

so $K=-F/2$; at the right wall $K=F/2$. Inserting these currents into the one-sided expressions, with edges numbered $0$ to $N$, gives

$$\frac{F_0}{2}+\frac{F_0-F_1}{3h}=\frac{hr_1}{2},\qquad
\frac{F_N}{2}+\frac{F_N-F_{N-1}}{3h}=\frac{hr_N}{2}. \tag{14}$$

One accelerated pass is:

1. Sweep with $\phi^l$ to obtain $\tilde\phi$, and form $r=\tilde\phi-\phi^l$.
2. Solve the tridiagonal system (13)–(14) for the edge values $F$.
3. Set $\phi_i^{l+1}=\tilde\phi_i+\frac12(F_{i-1/2}+F_{i+1/2})$.

### The answer is unchanged

Let $A$ average edge values to cells and let $M$ be the tridiagonal matrix. The right sides of (13)–(14) are $hA^Tr$, so the correction is $Dr$ with $D=hAM^{-1}A^T$. The matrix $M$ is symmetric, and

$$F^TMF=\frac1{3h}\sum_j(F_{j+1}-F_j)^2+\tfrac12(F_0^2+F_N^2)>0$$

unless $F=0$. Thus $M^{-1}$ exists and $D$ has no negative eigenvalue. A fixed point requires $r+Dr=0$, hence $r=0$. This is the condition $\phi=S\phi+b$ of the original discrete problem. The diffusion approximation affects the path to the answer, not the answer.

### The accelerated error factor

For a Fourier error of unit amplitude, the sweep leaves $\omega$ and changes $\phi$ by $r=1-\omega$. In (13), the edge amplitude $F_e$ obeys

$$\frac{4\sin^2(\lambda h/2)}{3h}F_e=h\cos\frac{\lambda h}{2}\,r.$$

Averaging to the cell supplies another cosine, so the correction is

$$\frac{3h^2\cos^2(\lambda h/2)}{4\sin^2(\lambda h/2)}r=\frac{3}{\kappa^2}(1-\omega).$$

Subtracting it from the swept error gives

$$g(\kappa)=\omega-\frac{3}{\kappa^2}(1-\omega). \tag{15}$$

For long waves, $\omega=1-\kappa^2/3+\kappa^4/5-\dots$ and $g\simeq4\kappa^2/15$: the errors that stalled source iteration now almost vanish in one pass. For short waves $g\simeq\omega\to0$. The factor is positive for $\kappa>0$, because $g>0$ is equivalent to $\arctan\kappa>3\kappa/(\kappa^2+3)$. Both sides vanish at zero, and the derivative of their difference is $4\kappa^4/[(1+\kappa^2)(3+\kappa^2)^2]>0$. The numerical maximum of $g$ is 0.2247, at $\kappa=2.529$. Cell width enters through $\kappa$ alone, so this infinite-medium bound, with directions integrated continuously, holds for any $h$.

As a test of (6) and (15), the assembled operators acted on a wave with $h=0.5$ and $\lambda=3$, for which $\kappa=3.7264$. The factors found were 0.35118 without correction and 0.21100 with it, equal to the formulas at the printed digits. The second was read from second differences of the wave, which remove a straight line that the distant walls add to the correction.

### A correction that ignores the sweep

Suppose the diffusion equation is instead differenced between cell centres: $-(F_{i+1}-2F_i+F_{i-1})/(3h^2)=r_i$. Its correction is $3h^2r/[4\sin^2(\lambda h/2)]$, without the two cosines. For the shortest wave, $\lambda h\to\pi$, the sweep gives $\omega\to0$ and the total factor is $-3h^2/4$. In an infinite medium the iteration diverges when $h>2/\sqrt3\simeq1.15$.

With 50 cells held fixed, the spectral radii at $h=1$, 2 and 5 are 0.724, 2.87 and 17.1. The consistent correction gives 0.224, 0.224 and 0.221. At $h=0.5$ the cell-centred version is slightly faster, 0.181 against 0.224. It works well on fine cells. Since its short-wave factor is $-3h^2/4$, it falls behind the consistent correction once $h$ exceeds about 0.55, and it becomes unstable on wider cells.

## A chip layer from 40 nm to 20 µm

Take rough values in the regime of a crystalline semiconductor device layer or thinned die: $C=1.0$ MJ/(m³ K), $v=2000$ m/s and $\Lambda=200$ nm. Then

$$k=\frac{10^6\times2000\times2\times10^{-7}}3=133.33\ \mathrm{W/(m\,K)}.$$

Every film has 200 cells, so $h=\tau/200$. Iterations start from zero and stop when the largest error, measured against a direct solution of the same discrete equations, is below $10^{-6}$.

| $L$ | $\tau$ | $k_{\rm eff}/k$ | $\rho$, plain | passes, plain | passes, accelerated |
|---|---|---|---|---|---|
| 40 nm | 0.2 | 0.127 | 0.261 | 10 | 6 |
| 200 nm | 1 | 0.415 | 0.619 | 28 | 8 |
| 1 µm | 5 | 0.779 | 0.928 | 179 | 8 |
| 4 µm | 20 | 0.934 | 0.99292 | 1879 | 8 |
| 10 µm | 50 | 0.972 | 0.99876 | 10757 | 8 |
| 20 µm | 100 | 0.986 | 0.99968 | 41799 | 8 |

Doubling $\tau$ from 50 to 100 multiplies the plain count by 3.9, and (8) predicts 10758 and 41801 passes. Acceleration adds a tridiagonal solve per pass, whose cost is proportional to the number of cells, and removes the growth.

For the 10 µm film, (3) gives $50/51.42=0.972$. The conductivity is 129.65 W/(m K), and $\Delta T=1$ K drives $129.65/10^{-5}=1.30\times10^7$ W/m², or 1.30 kW/cm². Doubling the number of cells changes the conductivity ratio by less than $10^{-4}$. At 40 nm the ratio 0.127 lies below the ballistic limit $3\tau/4=0.15$, because some phonons still scatter back.

These digits describe the gray model, not a device. The flux is high beside a rough chip average of 100 W/cm², at which the same film would drop about 0.08 K. One weak point is the assumption of a single mean free path. As an illustration, split the phonons into three bands with paths 74, 740 and 7400 nm and equal shares of $k$, keeping $C$, $v$ and $k$ fixed and coupling the bands through one local temperature. The 10 µm ratio falls from 0.972 to 0.819, about 16% lower, mainly because the longest mean free path is comparable with the film thickness. The loss depends on thickness; at 1 µm the same split lowers the ratio by about 35%. Real interfaces are not black: if each adds a rough 10 m² K/GW beyond the black-wall resistance already included, two of them in series add 26% to the film's 77 m² K/GW. In thinner films they dominate: $L/k_{\rm eff}$ is about 9.6 m² K/GW at 1 µm and 2.4 m² K/GW at 40 nm, against 20 for the two interfaces. Operation at 350 K instead of 300 K lowers $k$ by about 18% if $k\propto T^{-1.3}$, again a rough law. Electrons would carry only of order 0.1 W/(m K) at a conductivity of $10^4$ S/m, which is negligible here. Steady flow requires heating that varies slowly compared with the settling time. In this model that is $(L+2z_0\Lambda)^2/(\pi^2D)\simeq80$ ns, with $D=v\Lambda/3$ (76 ns if the extrapolation lengths are left out). In a real crystal, modes that store heat but carry little of it make it longer. Near room temperature, the phonons that carry most of the heat in such crystals typically have wavelengths from about one to several nanometres. This is well below even the 40 nm thickness, which supports a particle description for most of the heat, although a small share is carried by longer waves.

## Computed results

```
heat capacity 1.0 MJ/(m3 K)
phonon speed 2000 m/s
mean free path 200 nm
bulk conductivity 133.33 W/(m K)
wall temperature difference 1.0 K
cells 200, directions 16
extrapolation length z0 0.7101 mean free paths
Fourier test: cell width 0.50 mfp, wavenumber 3.0 per mfp
  effective wavenumber 3.7264 per mfp
  plain factor: seen 0.35118, formula 0.35118
  accelerated: seen 0.21100, formula 0.21100
largest accelerated factor 0.2247 at 2.529 per mfp
spectral radius by cell width (50 cells):
  h=0.1 mfp: consistent 0.2197, cell-centred 0.2156
  h=0.5 mfp: consistent 0.2242, cell-centred 0.1810
  h=1.0 mfp: consistent 0.2243, cell-centred 0.7240
  h=2.0 mfp: consistent 0.2239, cell-centred 2.8666
  h=5.0 mfp: consistent 0.2211, cell-centred 17.1289
Monte Carlo film 10 mfp, 200000 phonons
  passed with <= 30 scatterings: flights 0.0244, iteration 0.0243
  mean scatterings of passed: 63.6, estimate 65.2
iterations to reach true error 1e-06:
L(nm) tau k_eff/k rho_plain rho_acc n_plain n_acc
40 0.2 0.1274 0.261105 0.1078 10 6
200 1.0 0.4151 0.619049 0.1748 28 8
1000 5.0 0.7787 0.928010 0.2199 179 8
4000 20.0 0.9337 0.992915 0.2243 1879 8
10000 50.0 0.9724 0.998758 0.2246 10757 8
20000 100.0 0.9860 0.999680 0.2246 41799 8
thick-film formulas: tau, rho_plain, n_plain
  20 0.992921 1881
  50 0.998759 10758
  100 0.999680 41801
10 um film: conductivity 129.65 W/(m K)
  heat flux 1296.5 W/cm2
  k_eff/k with doubled cells 0.97237
early stop at change 1e-04: 1665 iterations
  true error 0.0804, estimate 0.0804
  false conductivity: hot face 162.3, cold face 97.1 W/(m K)
three-band mean free paths 74, 740, 7400 nm
  three-band k_eff/k 0.8187, gray 0.9724
film resistance 77.1 m2 K/GW
  interface, each 10 m2 K/GW; two add 25.9 %
k change 300 to 350 K, power -1.3: -18.2 %
electron part at 1e+04 S/m: 0.086 W/(m K)
thermal settling time 76 ns
thermal phonon wavelength 0.27 nm
```
